# Collisions in the Lindhard function: number conservation and Mermin's form

**Q:** I want an electron gas with a finite collision time $\tau$. The Lindhard function already contains $\omega+i0^+$, so I make the infinitesimal finite and use $\chi_0(q,\omega+i/\tau)$. Every excitation then decays at the rate $\gamma=1/\tau$. Surely that is what collisions do.

**A:** Let us see which equation of motion your replacement solves. I use Hartree atomic units, so $\hbar=m=e=1$, and a homogeneous gas with spin. The perturbation is $Ve^{i(\mathbf q\cdot\mathbf r-\omega t)}$, where $V$ is the total potential energy acting on an electron, including the Hartree part. The density response is defined by $\delta n=\chi V$.

Let collisions pull the one-particle density matrix towards some target:

$$i\,\partial_t\rho=[H_0+V,\rho]-i\gamma(\rho-\rho_{\rm t}).$$

Take the element $\delta\rho_k=\langle\mathbf k+\mathbf q|\delta\rho|\mathbf k\rangle$ to first order, and write

$$\Delta\varepsilon=\varepsilon_{k+q}-\varepsilon_k,\qquad \Delta f=f_k-f_{k+q}.$$

The commutator with $H_0$ gives $\Delta\varepsilon\,\delta\rho_k$, and the commutator of $V$ with the equilibrium $\rho$ gives $V\Delta f$. With $\partial_t\to-i\omega$,

$$\omega\,\delta\rho_k=\Delta\varepsilon\,\delta\rho_k+V\Delta f-i\gamma(\delta\rho_k-\delta\rho^{\rm t}_k).\tag{1}$$

If the target is the undisturbed equilibrium, $\delta\rho^{\rm t}_k=0$. Put $z=\omega+i\gamma$. Then $\delta\rho_k=V\Delta f/(z-\Delta\varepsilon)$, and the density, with a factor 2 for spin and volume $\Omega$, is

$$\delta n=\frac2\Omega\sum_k\delta\rho_k=V\,\frac2\Omega\sum_k\frac{\Delta f}{z-\Delta\varepsilon}=\chi_0(q,z)\,V.$$

**Q:** That is my formula, derived from a reasonable relaxation equation. What is wrong with it?

**A:** Sum equation (1) over $\mathbf k$. The driving term vanishes, because shifting $\mathbf k$ by $\mathbf q$ shows that $\sum_k\Delta f=0$. The current is $\mathbf j=(2/\Omega)\sum_k(\mathbf k+\mathbf q/2)\,\delta\rho_k$, and $\mathbf q\cdot(\mathbf k+\mathbf q/2)=\Delta\varepsilon$ for free electrons. Hence

$$\omega\,\delta n-\mathbf q\cdot\mathbf j=-i\gamma(\delta n-\delta n_{\rm t}).\tag{2}$$

Multiply by $-i$ and return to time and space:

$$\partial_t n+\nabla\cdot\mathbf j=-\gamma(\delta n-\delta n_{\rm t}).$$

Your target has $\delta n_{\rm t}=0$. An excess of electrons then disappears at the rate $\gamma$ without flowing anywhere, and a deficit is filled from nowhere. A collision changes an electron's momentum at a place; it cannot remove the electron from that place.

**Q:** But the total number is conserved. At $q=0$ we have $\Delta f=0$, so $\chi_0(0,z)=0$.

**A:** That is true, and it is why the fault is easy to overlook. The gains and losses cancel over a full wavelength, but in general not within part of one, for example around a density maximum.

A small system shows the size of the effect. Take a ring of 12 sites with spinless electrons and unit hopping energy, with $\gamma=0.5$, temperature 0.5 and chemical potential $-0.5$. At $t=0$ it receives a weak kick from a cosine potential with one period around the ring. Count particles in the five sites around the potential maximum until $t=2$, per unit kick strength. With your target, 0.415 particles leave through the two boundary bonds, but the population falls by only 0.198. The difference, 0.217, or about 52% of the outflow, was put back by the relaxation term.

**Q:** Then I need a target with $\delta n_{\rm t}=\delta n$. Many distributions have the right density. Which one do I take?

**A:** Take the local equilibrium, in which the chemical potential is shifted by $\delta\mu\,e^{i\mathbf q\cdot\mathbf r}$ so that the density comes out right. Its density matrix is $f(H_0-\delta\mu(\mathbf r))$, the equilibrium state in a static potential $-\delta\mu$. (Including $V$ in this Hamiltonian would merely redefine $\delta\mu$, which is fixed by the density anyway.)

For a static potential $U$ without collisions, (1) gives $0=\Delta\varepsilon\,\delta\rho_k+U\Delta f$. With $U=-\delta\mu$,

$$\delta\rho^{\rm t}_k=\delta\mu\,\frac{\Delta f}{\Delta\varepsilon}.\tag{3}$$

Since $\chi_0(q,0)=-(2/\Omega)\sum_k\Delta f/\Delta\varepsilon$, the target density is $-\chi_0(q,0)\,\delta\mu$. Setting it equal to $\delta n$ yields

$$\delta\mu=-\frac{\delta n}{\chi_0(q,0)}.\tag{4}$$

**Q:** If the target follows the density, do collisions still produce any resistance?

**A:** Yes. The longitudinal current of the target is proportional to $\sum_k\Delta\varepsilon\,(\Delta f/\Delta\varepsilon)=\sum_k\Delta f=0$. Collisions therefore leave the density alone and relax the current to zero. The momentum must go to something outside the gas, such as impurities or the lattice.

Now solve. Insert (3) into (1) and collect $\delta\rho_k$:

$$\delta\rho_k=\frac{V\Delta f}{z-\Delta\varepsilon}+i\gamma\,\delta\mu\,\frac{\Delta f}{(z-\Delta\varepsilon)\Delta\varepsilon}.$$

Split the last fraction with

$$\frac1{(z-\Delta\varepsilon)\Delta\varepsilon}=\frac1z\left[\frac1{z-\Delta\varepsilon}+\frac1{\Delta\varepsilon}\right]$$

and sum over $\mathbf k$. The first bracketed term gives $\chi_0(q,z)$ and the second gives $-\chi_0(q,0)$:

$$\delta n=V\chi_0(q,z)+\frac{i\gamma\,\delta\mu}{z}\,[\chi_0(q,z)-\chi_0(q,0)].$$

Replace $\delta\mu$ by (4) and move the terms in $\delta n$ to the left:

$$\delta n\left[1-\frac{i\gamma}z+\frac{i\gamma}z\frac{\chi_0(q,z)}{\chi_0(q,0)}\right]=V\chi_0(q,z).$$

Because $1-i\gamma/z=\omega/z$, multiplication by $z$ gives Mermin's form,

$$\boxed{\chi_M(q,\omega)=\frac{z\,\chi_0(q,z)}{\omega+i\gamma\,\chi_0(q,z)/\chi_0(q,0)},\qquad z=\omega+i\gamma.}\tag{5}$$

Its inverse is easier to read:

$$\frac1{\chi_M}=\frac\omega z\,\frac1{\chi_0(q,z)}+\frac{i\gamma}z\,\frac1{\chi_0(q,0)}.$$

The two weights add to one. Your formula keeps the first inverse response and gives it the whole weight.

The derivation used only $\Delta\varepsilon$ and $\Delta f$, so it also holds on the ring, with the ring's band energies and no spin factor. There the density matrix was propagated in time, with the local equilibrium found by diagonalization at each step. The particles leaving the five sites and the fall in their population are now both 0.355. At frequency 0.7 the propagated response is $-0.157-0.209i$, in agreement with (5).

**Q:** Show me that this matters in a familiar limit. What happens at long wavelength?

**A:** Keep $\omega$ fixed, let $q\to0$, and expand

$$\frac1{z-\Delta\varepsilon}=\frac1z+\frac{\Delta\varepsilon}{z^2}+\frac{\Delta\varepsilon^2}{z^3}+\dots$$

The first term vanishes with $\sum_k\Delta f$. In the second, shift $\mathbf k$ in the part containing $f_{k+q}$:

$$\sum_k\Delta f\,\Delta\varepsilon=\sum_kf_k(\varepsilon_{k+q}+\varepsilon_{k-q}-2\varepsilon_k)=q^2\sum_kf_k.$$

The third vanishes because $\mathbf k\to-\mathbf k-\mathbf q$ reverses both $\Delta f$ and $\Delta\varepsilon$. With $n=(2/\Omega)\sum_kf_k$,

$$\chi_0(q,z)\to\frac{nq^2}{z^2},\tag{6}$$

with relative corrections of order $(qv_F/|z|)^2$. In the denominator of (5), $\chi_0(q,0)$ tends at $T=0$ to the finite value $-N_F$, where $N_F=k_F/\pi^2$ is the density of states at the Fermi energy for both spins. The ratio $\chi_0(q,z)/\chi_0(q,0)$ therefore vanishes as $q^2$, and

$$\chi_M\to\frac{z}{\omega}\,\frac{nq^2}{z^2}=\frac{nq^2}{\omega(\omega+i\gamma)}.$$

In the random-phase approximation $\epsilon=1-(4\pi/q^2)\chi$. With $\omega_p^2=4\pi n$ the two forms give

$$\epsilon_M=1-\frac{\omega_p^2}{\omega(\omega+i\gamma)},\qquad \epsilon_{\rm sub}=1-\frac{\omega_p^2}{(\omega+i\gamma)^2}.$$

The first is the Drude result. The second is not.

**Q:** They differ by one factor. Does the conductivity notice?

**A:** At low frequency it notices badly. The force on an electron is $F=-iqV$, and number conservation gives $j=\omega\,\delta n/q$. Thus

$$\sigma=\frac jF=\frac{i\omega\chi}{q^2},\qquad \sigma_M=\frac{in}{\omega+i\gamma}=\frac n{\gamma-i\omega}.$$

Your density response in the same relation gives $\sigma_{\rm sub}=i\omega n/z^2$. Write $x=\omega/\gamma$ and take real parts, using $|z^2|^2=(\omega^2+\gamma^2)^2$:

$$\frac{{\rm Re}\,\sigma_M}{n/\gamma}=\frac1{1+x^2},\qquad \frac{{\rm Re}\,\sigma_{\rm sub}}{n/\gamma}=\frac{2x^2}{(1+x^2)^2}.$$

Your metal has zero dc conductivity.

**Q:** Could I compute the current directly from my density matrix instead?

**A:** You could, and you would get a different answer. Equation (2) with $\delta n_{\rm t}=0$ gives $qj=(\omega+i\gamma)\delta n=z\,\delta n$. Then $j/F=iz\chi_0(q,z)/q^2\to in/z$, which is the Drude conductivity. So the long-wavelength current in your model is right, while the density is inconsistent with it. The two conductivities disagree because continuity fails.

For numbers, take a model gas with $r_s=4$ and $\gamma=0.01$, hence $\tau=100$. Then $n=0.00373$, $k_F=0.480$ and $\omega_p=0.2165$. The Drude dc value is $n/\gamma=0.00373/0.01=0.373$, or $1.72\times10^6$ S/m. At $q=0.0005$ the real parts obtained from the density response, divided by this value, are:

| $\omega/\gamma$ | Mermin | substituted |
|---|---|---|
| 0.1 | 0.990 | 0.020 |
| 1 | 0.500 | 0.500 |
| 3 | 0.100 | 0.180 |

The agreement at $\omega=\gamma$ is a crossing of the two curves, as $x=1$ in the formulas shows. It is not a region where the replacement becomes valid.

**Q:** I mostly care about plasmons, and there $\omega\gg\gamma$. Surely the difference is negligible.

**A:** The position hardly changes, but at long wavelength the damping doubles. Set $\epsilon=0$:

$$\omega_M=-\frac{i\gamma}2\pm\sqrt{\omega_p^2-\frac{\gamma^2}4},\qquad \omega_{\rm sub}=\pm\omega_p-i\gamma.$$

For weak damping the full width at half maximum of the loss function $-{\rm Im}(1/\epsilon)$ is twice the size of the imaginary part, so it is $\gamma$ for Mermin and $2\gamma$ for you. At $q=0.02$ the full response functions give 0.0100 and 0.0200, or 0.272 and 0.544 eV, with both peaks at 0.2166.

The reason is visible in (2). A plasma oscillation passes back and forth between density and current. Both models damp the current at the rate $\gamma$; yours also damps the density. If you fitted $\tau$ to a long-wavelength loss peak with your formula, you would obtain twice the collision time that Mermin's form gives. At larger $q$ the Mermin width grows while yours stays near $2\gamma$, so the factor falls, to about 1.9, 1.7 and 1.4 at $q=0.2$, 0.3 and 0.4 in this gas. In a real metal the loss width also contains other decay channels, such as interband transitions, so it need not give the $\tau$ of the conductivity.

**Q:** And static screening? Collisions should not alter an equilibrium property.

**A:** In this model they do not, provided the right target is used. That is built into the target, which is the equilibrium of the clean gas. Real impurity scattering leaves the static response at small $q$ nearly unchanged but rounds its structure at $q=2k_F$, which Mermin's form keeps sharp. At fixed $q$, let $\omega\to0$ in (5). The factors $i\gamma\chi_0(q,i\gamma)$ cancel, leaving $\chi_M(q,0)=\chi_0(q,0)$. Your form gives $\chi_0(q,i\gamma)$ instead. For $qv_F\ll\gamma$, (6) turns this into $-nq^2/\gamma^2$, so that

$$\epsilon_{\rm sub}(q\to0,0)=1+\frac{\omega_p^2}{\gamma^2}=1+\left(\frac{0.2165}{0.01}\right)^2\approx470.$$

A metal's static $\epsilon$ should grow as $1/q^2$; yours saturates, as in an insulator. At $q=0.1$ the values are 61.9 for Mermin and 44.5 for the replacement. At $q=0.01$ they are 6110 and 414. The first wavevector has $qv_F\tau=4.8$ and the second 0.48, so the failure grows as $q$ falls and is severe once $1/q$ exceeds the mean free path $v_F\tau$.

**Q:** You took $q\to0$ first for the Drude limit and $\omega\to0$ first for screening. What connects them?

**A:** Diffusion. Let both $\omega\ll\gamma$ and $qv_F\ll\gamma$, so that $z\approx i\gamma$ and $\chi_0(q,z)\approx-nq^2/\gamma^2$. With $\chi_0(q,0)\approx-N_F$, (5) becomes

$$\chi_M\approx\frac{-inq^2/\gamma}{\omega+inq^2/(\gamma N_F)}=-N_F\frac{Dq^2}{Dq^2-i\omega},\qquad D=\frac n{\gamma N_F}.$$

The last form follows on multiplying numerator and denominator by $-i$. Since $n=k_F^3/(3\pi^2)$ and $N_F=k_F/\pi^2$, we have $D=k_F^2/(3\gamma)=v_F^2\tau/3$. For $\omega\ll Dq^2$ the response is $-N_F$, which is static screening. For $\omega\gg Dq^2$ it is $-inq^2/(\gamma\omega)$, the low-frequency Drude response.

Since $V$ is the total potential, the pole $\omega=-iDq^2$ describes a density ripple on which no net potential acts, as if the electrons were neutral. It spreads slowly because its electrons must travel. In the charged gas the ripple's own Hartree field acts as well, and the free modes are then the zeros of $\epsilon$, here the plasmons found above. Here $D=7.67$. At $q=0.002$ the pole of the full expression lies at a decay rate of $3.071\times10^{-5}$, against $Dq^2=3.069\times10^{-5}$. The lifetime is therefore about 33,000 atomic units of time. In your response each term has its pole at $\omega=\Delta\varepsilon-i\gamma$, so the ripple is gone after a time of order $1/\gamma=100$.

**Q:** I did check my function before using it. It satisfies the f-sum rule. Does that count for nothing?

**A:** It is a correct result, but it cannot detect this error. Suppose $\chi$ is analytic in the upper half-plane and tends to $nq^2/\omega^2$ at large $|\omega|$. Close the integral of $\omega\chi$ with a large semicircle. The arc contributes $nq^2\int d\omega/\omega=i\pi nq^2$, so the real axis contributes $-i\pi nq^2$. Its imaginary part, halved because $\omega\,{\rm Im}\,\chi$ is even, is

$$\int_0^\infty\omega\,{\rm Im}\,\chi\,d\omega=-\frac{\pi nq^2}2.$$

Both forms have the required tail, since $z^2$ and $\omega z$ have the same leading behaviour. Your function is analytic there because its poles lie at ${\rm Im}\,\omega=-\gamma$.

For Mermin's form, define positive weights $p_k\propto\Delta f/\Delta\varepsilon$ with sum one, and $G=\sum_kp_k/(z-\Delta\varepsilon)$. Then $\chi_0(q,z)/\chi_0(q,0)=1-zG$, and the denominator of (5) is $z(1-i\gamma G)$. For ${\rm Im}\,\omega>0$ we have $|\gamma G|\le\gamma/{\rm Im}\,z<1$, so it has no zero. At $q=0.3$ numerical integration gives a ratio of 1.0000 to the sum-rule value for both forms. The rule fixes the response at short times, before collisions have acted.

**Q:** How does this enter time-dependent density functional theory? Could I keep the collisionless Lindhard function and put the collisions into a kernel?

**A:** Formally, yes. Define $f_{\rm coll}$ by $1/\chi_M=1/\chi_0(q,\omega)-f_{\rm coll}$, the way a kernel enters the inverse response. For $qv_F\ll\omega$ the two long-wavelength limits give

$$f_{\rm coll}\to\frac{\omega^2-\omega(\omega+i\gamma)}{nq^2}=-\frac{i\omega\gamma}{nq^2}.$$

At $\omega=0.1$ and $q=0.01$ this is $-2681i$, and the full expressions give an imaginary part of $-2682$. The kernel depends on frequency and diverges as $1/q^2$. An adiabatic local kernel, which is real and finite at $q=0$, cannot supply it.

Nor should it be called the exchange-correlation kernel of the clean gas. Electron-electron collisions conserve total momentum, so a uniform force accelerates the whole gas without friction. The damping here comes from outside the electron system.

**Q:** So when may I still write $\omega+i\eta$, and when does Mermin's form itself fail?

**A:** A small $\eta$ is harmless as a numerical device if you take $\eta\to0$ at fixed nonzero $q$ and $\omega$; both forms then tend to the collisionless $\chi_0$. Once $\eta$ stands for a physical rate, use (5) for a homogeneous system. In a crystal the target must match the density at all reciprocal-lattice components, so $\delta\mu$ and the response functions become matrices, and the scalar form (5) is only approximate.

Mermin's form still assumes linear response and one constant rate for all electrons. Its target shifts the chemical potential but not the temperature or the mean velocity, so it imposes local conservation of number but not of energy or momentum. If most collisions are between electrons, the target needs a local drift velocity too, and (5) is the wrong model.

## Table of computed values

```
RING, energies in units of the hopping
sites 12, gamma 0.5, temperature 0.5, mu -0.5
test frequency 0.7
local target:
 omega 0.7: chi propagated -0.15743-0.20909j, formula -0.15743-0.20909j
 omega 0.0: chi propagated -0.18771+0.00000j, formula -0.18771+0.00000j
 up to t=2, per kick: entered -0.3550, gained -0.3550
global target:
 omega 0.7: chi propagated -0.09476-0.11036j, formula -0.09476-0.11036j
 omega 0.0: chi propagated -0.13128+0.00000j, formula -0.13128-0.00000j
 up to t=2, per kick: entered -0.4154, gained -0.1980
ring static chi from diagonalization -0.18771
GAS, Hartree atomic units
rs 4.0, gamma 0.01, tau 100.0
n 0.003730, kf 0.47979, EF 0.11510, wp 0.21651
Drude dc conductivity 0.3730 au = 1.716e+06 S/m
Re sigma / Drude dc value, at q 0.0005:
 omega/gamma 0.1: Mermin 0.9903, substituted 0.0196
 omega/gamma 1.0: Mermin 0.5001, substituted 0.5000
 omega/gamma 3.0: Mermin 0.1000, substituted 0.1800
plasmon loss peak at q 0.02:
 Mermin: position 0.2166, FWHM 0.01000 = 0.272 eV
 substituted: position 0.2166, FWHM 0.01999 = 0.544 eV
static dielectric function (RPA):
 q 0.1: Mermin 61.87, substituted 44.50
 q 0.01: Mermin 6109.65, substituted 414.04
diffusion constant vF^2 tau/3 = 7.6733
 q 0.004: pole rate 1.2308e-04, D q^2 1.2277e-04
 q 0.002: pole rate 3.0712e-05, D q^2 3.0693e-05
f-sum integral / (-pi n q^2/2), at q 0.3:
 Mermin: 1.00000
 substituted: 1.00000
collision kernel at omega 0.1:
 q 0.02: Im f -671.85, limit form -670.21
 q 0.01: Im f -2682.46, limit form -2680.83
```
